# Steady Eley–Rideal Recombination: Adsorption Against Abstraction on a Saturable Surface

A model wall exposed to a fixed flux of atoms recombines 1.1% of them at 300 K, 4.8% at 646 K and 0.7% at 800 K. Yet nothing in the model has a maximum of its own: the sticking probability is constant, while the abstraction probability and the desorption rate both rise steadily with temperature. The maximum must come from the way these processes share the surface sites.

## 1. One site, no desorption

Let atoms A arrive at random on a surface of identical sites, each arrival meeting one site. A site holds at most one atom, which is what makes the surface saturable. Two reactions are allowed:

- On an empty site the arriving atom sticks with probability $s$.
- On a filled site it abstracts the held atom with probability $p$, and the molecule A$_2$ leaves at once. This is the Eley–Rideal step.

An atom that does neither returns to the gas. Both probabilities lie between 0 and 1, zero excluded, and do not depend on the state of neighbouring sites.

Follow one site and count arrivals. Let $m$ be the mean number needed to fill it when empty. One arrival is always spent; with probability $1-s$ it fails and the wait begins again. Hence
$$m=1+(1-s)m\quad\Rightarrow\quad m=\frac1s .$$
By the same argument, a filled site needs $1/p$ arrivals on average before its atom is abstracted. A full cycle, from empty to filled to empty, therefore takes $1/s+1/p$ arrivals.

Each cycle removes two atoms from the gas: the one that stuck and the one that abstracted it. Define the recombination probability $\gamma$ as the net fraction of incident atoms that are lost as atoms. Over many cycles,
$$\gamma_0=\frac{2}{1/s+1/p}=\frac{2sp}{s+p},$$
where the subscript marks the absence of desorption. This is the harmonic mean of $s$ and $p$. The number of molecules formed per incident atom is half as large, $\gamma_0/2$.

The coverage $\theta$, the fraction of filled sites, equals the share of the cycle spent filled:
$$\theta_0=\frac{1/p}{1/s+1/p}=\frac{s}{s+p}.$$

**Numbers at 300 K.** The example uses round model parameters, not those of a named material. Sticking is fixed at $s=0.05$, and abstraction follows $p=0.3\,e^{-E_p/kT}$ with $E_p=0.10$ eV, where $T$ is the wall temperature. At 300 K this gives $p=0.00627$. Filling takes 20.0 arrivals on average and abstraction 159.5, so
$$\gamma_0=\frac{2}{20.0+159.5}=0.0111,\qquad \theta_0=\frac{159.5}{179.5}=0.889 .$$
The site spends most of its time waiting to be emptied. Abstraction is the bottleneck.

**Limits.** Let $a$ be the smaller and $b$ the larger of $s$ and $p$. Then
$$\gamma_0=\frac{2ab}{a+b}=\frac{2a}{1+a/b}.$$
Since $0<a/b\le1$, it follows that $a\le\gamma_0<2a$. The slower step fixes the recombination probability to within a factor of two.

If $s\gg p$, the surface is nearly full and $\gamma_0\to2p$: a better sticking probability hardly helps, because there are few empty sites on which to use it. If $p\gg s$, the surface is nearly empty and $\gamma_0\to2s$: abstraction is easy, but there is little to abstract. Saturable thus means a finite number of sites, not a full surface. At the extreme $s=p=1$, arrivals alternately stick and abstract, so $\theta_0=1/2$ and $\gamma_0=1$. The factor of two never makes $\gamma_0$ exceed one.

## 2. Adding desorption

Now let a held atom also return to the gas at rate $k_d$. Arrivals alone no longer measure the time, so the flux must enter. Let $\Phi$ be the incident flux, in atoms per area and time, and $N_s$ the number of sites per area. The balance of held atoms is
$$N_s\frac{d\theta}{dt}=\Phi s(1-\theta)-\Phi p\theta-N_sk_d\theta .$$
The terms are adsorption, abstraction and desorption. Each event involves a single site, so the average over sites contains no product of two occupations. Within this model the equation for the mean coverage needs no approximation about correlations between sites.

Divide by $\Phi$ and define
$$\delta=\frac{N_sk_d}{\Phi},\qquad D=s+p+\delta .$$
Here $\delta$ is the desorption rate divided by the arrival rate per site, $\Phi/N_s$. It is not a probability and may exceed one. The balance becomes
$$\frac{N_s}{\Phi}\frac{d\theta}{dt}=s-D\theta .$$
In the steady state the left side vanishes, and
$$\theta=\frac{s}{D}.$$

The gas loses an atom at each adsorption and at each abstraction, and regains one at each desorption. The net loss per incident atom is
$$L=s(1-\theta)+p\theta-\delta\theta .$$
In the steady state, adsorption balances both ways of emptying a site: $s(1-\theta)=(p+\delta)\theta$. Substitution gives
$$L=(p+\delta)\theta+p\theta-\delta\theta=2p\theta .$$
Desorption cancels from the explicit count, but it still acts through the coverage. The result is
$$\boxed{\gamma=2p\theta=\frac{2sp}{s+p+\delta}}$$

The cycle argument gives the same answer. In units of the mean interval between arrivals at a site, the empty stage lasts $1/s$ and the filled stage $1/(p+\delta)$. The filled stage ends in abstraction with probability $p/(p+\delta)$; otherwise the stored atom goes back and nothing is lost. Therefore
$$\gamma=\frac{2p/(p+\delta)}{1/s+1/(p+\delta)}
=\frac{2p/(p+\delta)}{D/[s(p+\delta)]}=\frac{2sp}{D}.$$

**Limit of slow desorption.** For $\delta\ll s+p$ the result returns to $\gamma_0$, which does not depend on flux. A larger flux fills and empties the sites faster in the same proportion.

**Limit of fast desorption.** For $\delta\gg s+p$,
$$\gamma\simeq\frac{2sp}{\delta}=\frac{2sp\,\Phi}{N_sk_d}.$$
Now $\gamma$ is proportional to the flux, and the loss $\gamma\Phi$ per area and time is proportional to $\Phi^2$. A held atom usually desorbs before it is abstracted, and a higher flux improves its chance of being abstracted first.

Between these limits, use $d\delta/d\ln\Phi=-\delta$ at constant $s$, $p$ and $k_d$:
$$\frac{d\ln\gamma}{d\ln\Phi}=-\frac1D\frac{d\delta}{d\ln\Phi}=\frac{\delta}{D}.$$
The value of $\gamma$ is half its high-flux limit when $\delta=s+p$, that is, at
$$\Phi_{1/2}=\frac{N_sk_d}{s+p}.$$

**Numbers at 800 K.** Take $\Phi=10^{22}$ m$^{-2}$ s$^{-1}$, $N_s=10^{19}$ m$^{-2}$ and $k_d=\nu e^{-E_d/kT}$, with $\nu=10^{13}$ s$^{-1}$ and $E_d=1.6$ eV. At 800 K, $k_d=833$ s$^{-1}$, so $\delta=0.833$, while $p=0.0703$. Then
$$\gamma=\frac{2(0.05)(0.0703)}{0.05+0.0703+0.833}=0.0074 .$$
The local flux exponent is $0.833/0.953=0.87$. A tenfold flux lowers $\delta$ to 0.0833 and raises $\gamma$ to 0.0345, a factor of 4.7. This is less than $10^{0.874}\approx7.5$ because the exponent falls as the flux rises. The half-limit flux is $6.9\times10^{22}$ m$^{-2}$ s$^{-1}$, and the high-flux limit of $\gamma$ is 0.058. At 300 K, where $\delta$ is of order $10^{-17}$, the same tenfold increase leaves $\gamma$ at 0.0111.

## 3. Starting from a clean surface

The steady value is not what a clean surface shows at first. With constant flux and wall temperature, write the balance as
$$\frac{d\theta}{dt}=-\frac{\theta-\theta_{\rm ss}}{\tau},\qquad
\theta_{\rm ss}=\frac sD,\qquad \tau=\frac{N_s}{\Phi D}.$$
The difference $\theta-\theta_{\rm ss}$ decays exponentially. With $\theta(0)=0$,
$$\theta(t)=\theta_{\rm ss}\left(1-e^{-t/\tau}\right).$$
The net loss is linear in the coverage:
$$L=s-(s+\delta-p)\theta .$$
It equals $s$ at $\theta=0$ and $\gamma$ at $\theta=\theta_{\rm ss}$, so
$$L(t)=\gamma+(s-\gamma)e^{-t/\tau}.$$

Early uptake measures sticking, not steady recombination. The excess of $L$ over the atoms leaving in molecules is
$$L-2p\theta=s-(s+p+\delta)\theta=\frac{N_s}{\Phi}\frac{d\theta}{dt},$$
which is the rate of storage on the surface per incident atom.

At 300 K, $D=0.0563$ and $N_s/\Phi=1.0$ ms, so $\tau=17.8$ ms. The loss probability starts at 0.050 and settles at 0.0111. After one time constant it is
$$0.0111+(0.0500-0.0111)e^{-1}=0.025,$$
still more than twice the steady value.

**The opposite case.** The direction of the change follows from
$$s-\gamma=\frac{s(s+p+\delta)-2sp}{D}=\frac{s(s+\delta-p)}{D}.$$
If $s+\delta>p$, the loss falls as the surface fills. If $s+\delta<p$, it rises, because a filled site then removes atoms more effectively than an empty one. When the two sides are nearly equal, the loss barely changes although the coverage does. This happens at 646 K, where $s+\delta=0.0533$ and $p=0.0498$: the loss moves from 0.050 to 0.048 while the coverage grows from zero to 0.48. A steady loss signal is therefore no proof of a steady surface.

## 4. Heating the wall

Now vary $T$ at fixed incident flux. To include a possible sticking barrier, let $s$, $p$ and $k_d$ each have a constant prefactor and the barriers $E_s$, $E_p$ and $E_d$. Using the wall temperature in $s$ and $p$ is a model assumption; the gas temperature is held fixed. Define the apparent barrier, with $\beta=1/kT$, as
$$E_{\rm app}=-\frac{d\ln\gamma}{d\beta}.$$
From $\ln\gamma=\ln2+\ln s+\ln p-\ln D$,
$$E_{\rm app}=E_s+E_p+\frac1D\frac{dD}{d\beta}.$$
Each term of $D$ is proportional to $e^{-\beta E}$ with its own barrier, so
$$\frac{dD}{d\beta}=-(sE_s+pE_p+\delta E_d).$$
Collecting terms gives
$$E_{\rm app}=\left(1-\frac sD\right)E_s+\left(1-\frac pD\right)E_p-\frac{\delta}{D}E_d .$$

**Limit without desorption.** With $\delta=0$, $s/D=\theta$ and $p/D=1-\theta$. Then
$$E_{\rm app}=(1-\theta)E_s+\theta E_p .$$
The coverage weights the two barriers. A full surface shows the abstraction barrier and an empty one the sticking barrier. In the example $E_s=0$, so at 300 K the apparent barrier is $0.889\times0.10=0.089$ eV. At 500 K the coverage has fallen to 0.629 and the apparent barrier to 0.063 eV, although $E_p$ has not changed. A curved Arrhenius plot can thus arise from a shift of the bottleneck alone.

**Limit of fast desorption.** For $\delta\gg s+p$, $E_{\rm app}\to E_s+E_p-E_d$, here $-1.5$ eV. At 800 K the wall is on its way there, with $E_{\rm app}=-1.31$ eV.

When $E_d>E_s+E_p$, as in the example, the two limits have opposite signs, so the sign must change in between. For constant $s$, set $E_s=0$ and multiply by $D$:
$$D E_{\rm app}=(s+\delta)E_p-\delta E_d=sE_p-\delta(E_d-E_p).$$
If $E_d>E_p>0$, this vanishes at
$$\delta_*=\frac{sE_p}{E_d-E_p}.$$
At fixed flux $\delta$ rises steadily with temperature. Hence $\gamma$ rises below this point and falls above it, and there is one maximum. Setting $(N_s\nu/\Phi)e^{-E_d/kT_*}=\delta_*$ and taking the logarithm gives
$$T_*=\frac{E_d}{k\ln[N_s\nu/(\Phi\delta_*)]}.$$
The logarithm must be positive; otherwise $\delta$ does not reach $\delta_*$ at any finite temperature and $\gamma$ keeps rising.

For the example,
$$\delta_*=\frac{0.05\times0.10}{1.6-0.10}=0.00333,\qquad
\frac{N_s\nu}{\Phi\delta_*}=3.0\times10^{12},$$
and $T_*=646$ K. The recombination probability there is
$$\gamma_*=\frac{2(0.05)(0.0498)}{0.05+0.0498+0.0033}=0.048 .$$

The four temperatures compare as follows.

| $T$ (K) | $p$ | $\delta$ | $\theta$ | $\gamma$ |
|---|---|---|---|---|
| 300 | 0.0063 | $1.3\times10^{-17}$ | 0.889 | 0.0111 |
| 500 | 0.0295 | $7.5\times10^{-7}$ | 0.629 | 0.0371 |
| 646 | 0.0498 | 0.0033 | 0.485 | 0.0483 |
| 800 | 0.0703 | 0.833 | 0.052 | 0.0074 |

At the maximum, desorption contributes just 3% of $D$. It can still stop the rise because its barrier is sixteen times that of abstraction. In the formula for $E_{\rm app}$, the abstraction term is $(1-p/D)E_p=0.517\times0.10=0.052$ eV, and the desorption term $(\delta/D)E_d=0.0323\times1.6=0.052$ eV cancels it. The near equality of $s$ and $p$ at this temperature is a coincidence of the chosen parameters. For constant $s$ the condition for $\delta_*$ does not contain $p$, so changing the abstraction prefactor changes the height of the maximum but not its position.

## 5. Where the single-site picture stops

Suppose the sites are not identical. Without desorption, let half the arrivals meet sites with $(s,p)=(a,b)$ and half meet sites with $(b,a)$. Each kind has $\gamma_0=2ab/(a+b)$, and so does the whole surface. Inserting the averages $\bar s=\bar p=(a+b)/2$ into the formula would give $(a+b)/2$ instead. The excess is
$$\frac{a+b}{2}-\frac{2ab}{a+b}=\frac{(a-b)^2}{2(a+b)}\ge0 .$$
For such a surface, $\gamma$ must be calculated for each kind of site and then averaged over arrivals.

The formula also leaves out recombination between two held atoms after surface diffusion, the Langmuir–Hinshelwood channel. That channel involves two sites, so the mean balance would no longer close in the same way. It also bears on the maximum of Section 4, whose falling side requires held atoms to leave singly. If they leave in pairs much faster than they desorb or arrive, the coverage stays near zero, the net loss $s(1-\theta)+p\theta-\delta\theta$ approaches $s$, and the fall is postponed to higher temperature. Reactions of atoms not yet settled on a site, adsorption of molecules and changes of the surface by ions are absent as well. Finally, $\Phi$ is the flux that actually reaches the wall. In a reactor, recombination can deplete the gas and change $\Phi$; that requires a transport calculation, with $\gamma$ as its boundary condition.
